# Parry potential of Gaussian charges in a slab and its dipole step: a program that tests the result

```python
"""Potential of Gaussian charges in a slab periodic in x and y (Parry form).

Result under test, for a neutral cell of area A and d = r - r_i = (rho, z):
  V = K sum_i q_i { sum_R [erf(s_i |d-R|) - erf(eta |d-R|)] / |d-R|
                    + sum_{G != 0} cos(G.rho) F_G(z) + F_0(z) }
  F_G = pi/(A G) [e^{Gz} erfc(G/2eta + eta z) + e^{-Gz} erfc(G/2eta - eta z)]
  F_0 = -(2 pi/A) [z erf(eta z) + exp(-eta^2 z^2)/(eta sqrt(pi))]
  V(+infinity) - V(-infinity) = 4 pi K m / A,  m = sum_i q_i z_i.
q_i: charge in e; s_i: inverse Gaussian width, density ~ exp(-s_i^2 r^2);
R, G: direct and reciprocal plane lattice vectors; eta: splitting parameter;
K = e^2/(4 pi epsilon_0) in eV angstrom. Lengths are in angstrom.
V is the energy in eV of a charge +e.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc, erfcx

K = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
ROOT_PI = np.sqrt(np.pi)

a1, a2 = np.array([4.0, 0.0]), np.array([1.0, 3.0])
area = a1[0] * a2[1] - a1[1] * a2[0]
b1 = 2 * np.pi / area * np.array([a2[1], -a2[0]])
b2 = 2 * np.pi / area * np.array([-a1[1], a1[0]])
charges = np.array([0.5, -0.3, -0.2])
sites = np.array([[0.0, 0.0, 0.3], [1.8, 1.5, -0.2], [2.9, 0.7, 0.1]])
widths = np.array([0.5, 0.7, 0.9])
inverse_widths = 1 / widths
assert abs(charges.sum()) < 1e-14


def plane_lattice(v1, v2, n):
    i, j = np.meshgrid(np.arange(-n, n + 1), np.arange(-n, n + 1))
    return i.reshape(-1, 1) * v1 + j.reshape(-1, 1) * v2


R_short = plane_lattice(a1, a2, 5)
G_all = plane_lattice(b1, b2, 16)
G_vectors = G_all[np.linalg.norm(G_all, axis=1) > 1e-8]
G_lengths = np.linalg.norm(G_vectors, axis=1)
G_min = G_lengths.min()


def growing_times_erfc(G, z, eta):
    """exp(Gz) erfc(G/2eta + eta z), arranged so that nothing overflows."""
    u = G / (2 * eta) + eta * z
    scaled = erfcx(np.abs(u)) * np.exp(-(G / (2 * eta))**2 - (eta * z)**2)
    return np.where(u > 0, scaled, np.exp(np.minimum(G * z, 0)) * erfc(u))


def kernel_wave(G, z, eta):
    """A times F_G."""
    return np.pi / G * (growing_times_erfc(G, z, eta)
                        + growing_times_erfc(G, -z, eta))


def kernel_zero(z, eta):
    """A times F_0."""
    return -2 * np.pi * (z * erf(eta * z)
                         + np.exp(-(eta * z)**2) / (eta * ROOT_PI))


def contributions(points, eta=None, s=inverse_widths):
    """Rows: real-space, G != 0 and G = 0 parts in eV.

    eta=None uses each charge's own s, so that no real-space sum is left.
    Points must not coincide with a charge centre when eta is given.
    """
    points = np.atleast_2d(points)
    parts = np.zeros((3, len(points)))
    for q, site, s_i in zip(charges, sites, s):
        d = points - site
        z = d[:, 2]
        split = s_i if eta is None else eta
        if eta is not None:
            plane = d[:, None, :2] - R_short[None, :, :]
            r = np.sqrt((plane**2).sum(axis=2) + z[:, None]**2)
            parts[0] += q * ((erfc(eta * r) - erfc(s_i * r)) / r).sum(axis=1)
        phase = np.cos(d[:, :2] @ G_vectors.T)
        waves = kernel_wave(G_lengths[None, :], z[:, None], split)
        parts[1] += q * (phase * waves).sum(axis=1) / area
        parts[2] += q * kernel_zero(z, split) / area
    return K * parts


def potential(points, eta=None, s=inverse_widths):
    return contributions(points, eta, s).sum(axis=0)


def finite_patch(point, n, s=inverse_widths):
    """Plain Coulomb sum over (2n+1)^2 whole cells, without any Ewald step."""
    R = plane_lattice(a1, a2, n)
    per_cell = np.zeros(len(R))
    for q, site, s_i in zip(charges, sites, s):
        d = point - site
        r = np.sqrt(((d[:2] - R)**2).sum(axis=1) + d[2]**2)
        per_cell += q * erf(s_i * r) / r
    return K * per_cell.sum()


patch_orders = np.array([40, 80, 160])


def infinite_patch(point, s=inverse_widths):
    """Remove the 1/L and 1/L^3 tails of an inversion-symmetric patch."""
    values = np.array([finite_patch(point, n, s) for n in patch_orders])
    L = patch_orders + 0.5
    matrix = np.column_stack([np.ones(3), 1 / L, 1 / L**3])
    return np.linalg.solve(matrix, values)[0], values


# Kernels against the heat-kernel integral and the 1D Green function.
kernel_error = 0.0
for s in (0.8, 2.0):
    for z in (-1.1, 0.0, 0.7):
        def gaussian(x):
            return s / ROOT_PI * np.exp(-(s * x)**2)

        def integrate_line(f):
            edge = 8 / s
            return (quad(f, -edge, z, epsabs=1e-11, limit=200)[0]
                    + quad(f, z, edge, epsabs=1e-11, limit=200)[0])

        for G in (0.9, 2.5):
            heat = 2 * ROOT_PI * quad(
                lambda t: np.exp(-G**2 / (4 * t**2) - (t * z)**2) / t**2,
                0, s, epsabs=1e-11)[0]
            green = integrate_line(
                lambda x: 2 * np.pi / G * np.exp(-G * abs(z - x)
                                                 - (G / (2 * s))**2)
                * gaussian(x))
            value = float(kernel_wave(G, z, s))
            kernel_error = max(kernel_error, abs(value - heat),
                               abs(value - green))
        # The divergent constant is subtracted inside the integral.
        heat = 2 * ROOT_PI * (quad(
            lambda t: np.expm1(-(t * z)**2) / t**2, 0, s,
            epsabs=1e-11)[0] - 1 / s)
        green = integrate_line(
            lambda x: -2 * np.pi * abs(z - x) * gaussian(x))
        value = float(kernel_zero(z, s))
        kernel_error = max(kernel_error, abs(value - heat),
                           abs(value - green))
        small_G = 1e-4
        limit = float(kernel_wave(small_G, z, s)) - 2 * np.pi / small_G
        assert abs(limit - value) < 2e-3  # remainder is linear in small_G
assert kernel_error < 1e-8

# Full potential: splitting independence and the direct Coulomb sum.
sample = np.array([1.0, 1.0, 0.8])
etas = (0.8, 1.3)
split_parts = [contributions(sample, eta)[:, 0] for eta in etas]
V_sample = potential(sample)[0]
for parts in split_parts:
    assert abs(parts.sum() - V_sample) < 1e-9
V_direct, patch_values = infinite_patch(sample)
assert abs(V_direct - V_sample) < 1e-6

# Point charges, away from the charge centres.
point_like = np.full(3, 1e6)
V_point = potential(sample, 0.8, point_like)[0]
V_point_direct = infinite_patch(sample, point_like)[0]
assert abs(V_point - V_point_direct) < 1e-6

# Poisson equation with a fourth-order finite-difference Laplacian.
probe, h = np.array([0.2, 0.1, 0.5]), 0.01
stencil = {-2: -1 / 12, -1: 4 / 3, 0: -5 / 2, 1: 4 / 3, 2: -1 / 12}
laplacian = sum(weight * potential(probe + k * h * axis, 0.8)[0]
                for axis in np.eye(3) for k, weight in stencil.items()) / h**2
density = 0.0
for q, site, s_i in zip(charges, sites, inverse_widths):
    d = probe - site
    r2 = ((d[:2] - R_short)**2).sum(axis=1) + d[2]**2
    density += q * (s_i / ROOT_PI)**3 * np.exp(-s_i**2 * r2).sum()
poisson_rhs = -4 * np.pi * K * density
assert abs(laplacian - poisson_rhs) < 1e-3

# Plane average: grid average of the split potential against F_0 alone.
n_grid = 16
f1, f2 = np.meshgrid(np.arange(n_grid) / n_grid, np.arange(n_grid) / n_grid)
plane_grid = f1.reshape(-1, 1) * a1 + f2.reshape(-1, 1) * a2


def at_height(z):
    return np.column_stack([plane_grid, np.full(len(plane_grid), z)])


heights = (-10.0, -2.0, -1.0, 0.0, 1.0, 2.0, 10.0)
profile = []
for z in heights:
    average = potential(at_height(z), 0.8).mean()
    from_zero_term = K / area * sum(
        q * kernel_zero(z - site[2], s_i)
        for q, site, s_i in zip(charges, sites, inverse_widths))
    assert abs(average - from_zero_term) < 1e-8
    profile.append(average)

# Potential step, from the full formula and from direct sums alone.
dipole = charges @ sites[:, 2]
step_formula = 4 * np.pi * K * dipole / area
top, bottom = np.array([1.0, 1.0, 10.0]), np.array([1.0, 1.0, -10.0])
step_ewald = potential(top)[0] - potential(bottom)[0]
step_direct = infinite_patch(top)[0] - infinite_patch(bottom)[0]
assert abs(step_ewald - step_formula) < 1e-5
assert abs(step_direct - step_formula) < 2e-5
assert abs(profile[-1] + profile[0]) < 1e-8  # zero lies midway
other_s = 1 / np.array([0.8, 0.6, 1.1])
step_other = potential(top, None, other_s)[0] \
    - potential(bottom, None, other_s)[0]
assert abs(step_other - step_formula) < 1e-5
step_without_zero = contributions(top)[1, 0] - contributions(bottom)[1, 0]
assert abs(step_without_zero) < 1e-5

# Lateral ripple outside the slab decays with the shortest G.
ripple = {z: np.std(potential(at_height(z))) for z in (4.0, 10.0, 12.0)}
decay_rate = np.log(ripple[10.0] / ripple[12.0]) / 2
assert abs(decay_rate / G_min - 1) < 0.02

print(f"Coulomb constant K: {K:.6f} eV angstrom")
print(f"cell vector a1: ({a1[0]:.1f}, {a1[1]:.1f}) angstrom")
print(f"cell vector a2: ({a2[0]:.1f}, {a2[1]:.1f}) angstrom")
print(f"cell area: {area:.3f} angstrom^2")
for i in range(3):
    x, y, z = sites[i]
    print(f"charge {i + 1}: {charges[i]:+.1f} e, width {widths[i]:.1f}, "
          f"site ({x:.1f}, {y:.1f}, {z:.1f}) angstrom")
print(f"largest kernel error: {kernel_error:.1e} angstrom")
print(f"sample point: ({sample[0]:.1f}, {sample[1]:.1f}, "
      f"{sample[2]:.1f}) angstrom")
for eta, parts in zip(etas, split_parts):
    print(f"eta = {eta:.1f} 1/angstrom")
    print(f"  real-space part: {parts[0]:.6f} eV")
    print(f"  nonzero-G part: {parts[1]:.6f} eV")
    print(f"  zero-G part: {parts[2]:.6f} eV")
    print(f"  total: {parts.sum():.6f} eV")
print(f"total without splitting: {V_sample:.6f} eV")
for n, value in zip(patch_orders, patch_values):
    print(f"direct sum, {2 * n + 1} x {2 * n + 1} cells: {value:.6f} eV")
print(f"direct sum, extrapolated: {V_direct:.6f} eV")
print(f"point charges, Parry formula: {V_point:.6f} eV")
print(f"point charges, direct sum: {V_point_direct:.6f} eV")
print(f"Poisson test, Laplacian of V: {laplacian:.4f} eV/angstrom^2")
print(f"Poisson test, -4 pi K density: {poisson_rhs:.4f} eV/angstrom^2")
for z, value in zip(heights, profile):
    print(f"plane average at z = {z:.1f} angstrom: {value:.6f} eV")
print(f"dipole per cell m: {dipole:.4f} e angstrom")
print(f"step 4 pi K m / A: {step_formula:.6f} eV")
print(f"same step: {step_formula / HARTREE_EV:.6f} hartree")
print(f"step from full potential at +-10 angstrom: {step_ewald:.6f} eV")
print(f"step from direct sums at +-10 angstrom: {step_direct:.6f} eV")
print(f"step with other widths: {step_other:.6f} eV")
print(f"step without zero-G term: {step_without_zero:.1e} eV")
print(f"shortest G: {G_min:.4f} 1/angstrom")
print(f"rms ripple at z = 4 angstrom: {ripple[4.0]:.2e} eV")
print(f"rms ripple at z = 10 angstrom: {ripple[10.0]:.2e} eV")
print(f"ripple decay rate, 10 to 12 angstrom: {decay_rate:.4f} 1/angstrom")
print("all tests passed")
```

Printed output:

```
Coulomb constant K: 14.399645 eV angstrom
cell vector a1: (4.0, 0.0) angstrom
cell vector a2: (1.0, 3.0) angstrom
cell area: 12.000 angstrom^2
charge 1: +0.5 e, width 0.5, site (0.0, 0.0, 0.3) angstrom
charge 2: -0.3 e, width 0.7, site (1.8, 1.5, -0.2) angstrom
charge 3: -0.2 e, width 0.9, site (2.9, 0.7, 0.1) angstrom
largest kernel error: 4.4e-15 angstrom
sample point: (1.0, 1.0, 0.8) angstrom
eta = 0.8 1/angstrom
  real-space part: 0.094511 eV
  nonzero-G part: 0.080869 eV
  zero-G part: 0.827216 eV
  total: 1.002596 eV
eta = 1.3 1/angstrom
  real-space part: 0.011592 eV
  nonzero-G part: -0.152627 eV
  zero-G part: 1.143631 eV
  total: 1.002596 eV
total without splitting: 1.002596 eV
direct sum, 81 x 81 cells: 0.994213 eV
direct sum, 161 x 161 cells: 0.998378 eV
direct sum, 321 x 321 cells: 1.000480 eV
direct sum, extrapolated: 1.002596 eV
point charges, Parry formula: 0.983081 eV
point charges, direct sum: 0.983081 eV
Poisson test, Laplacian of V: -90.0770 eV/angstrom^2
Poisson test, -4 pi K density: -90.0770 eV/angstrom^2
plane average at z = -10.0 angstrom: -1.432531 eV
plane average at z = -2.0 angstrom: -1.432211 eV
plane average at z = -1.0 angstrom: -1.349790 eV
plane average at z = 0.0 angstrom: 0.315486 eV
plane average at z = 1.0 angstrom: 1.482510 eV
plane average at z = 2.0 angstrom: 1.433304 eV
plane average at z = 10.0 angstrom: 1.432531 eV
dipole per cell m: 0.1900 e angstrom
step 4 pi K m / A: 2.865062 eV
same step: 0.105289 hartree
step from full potential at +-10 angstrom: 2.865062 eV
step from direct sums at +-10 angstrom: 2.865062 eV
step with other widths: 2.865062 eV
step without zero-G term: 2.5e-07 eV
shortest G: 1.6558 1/angstrom
rms ripple at z = 4 angstrom: 9.00e-03 eV
rms ripple at z = 10 angstrom: 4.31e-07 eV
ripple decay rate, 10 to 12 angstrom: 1.6558 1/angstrom
all tests passed
```
